# Modulation wavevector and Lifshitz point for negative polarization gradient energy: a program that tests the result

```python
"""
Result under test: for the mean energy density
    f = < a P^2/2 + b P^4/4 + g P'^2/2 + h P''^2/2 >,   b > 0, h > 0,
the para state P = 0 becomes unstable for g < 0 at wavevector q0,
    q0^2 = -g/(2h),   when a = a_c = g^2/(4h),
and for g >= 0 at q = 0 when a = 0. The Lifshitz point is a = g = 0.
At lower a and g < 0 a first-order transition leads to uniform P.

P: polarization along z, varying along x;  a, b: Landau coefficients;
g: squared-gradient coefficient;  h: squared-Laplacian coefficient.
Reduced units: x in 1/q0, P in sqrt(a_c/b), energy in a_c^2/b. Then
a -> tau = a/a_c, b -> 1, g -> -2, h -> 1, and k = q/q0.
"""
import numpy as np
from scipy.linalg import circulant, eigh
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)


# ---------- linear instability from a finite-difference operator ----------
def softest_mode(g, h, length=100.0, points=800):
    """Lowest eigenvalue and its wavevector for -g d2/dx2 + h d4/dx4."""
    dx = length / points
    column = np.zeros(points)
    column[[0, 1, -1]] = [-2.0, 1.0, 1.0]
    second = circulant(column) / dx**2
    operator = -g * second + h * second @ second
    value, vector = eigh(operator, subset_by_index=[0, 0])
    mode = np.argmax(np.abs(np.fft.rfft(vector[:, 0])))
    return value[0], 2 * np.pi * mode / length


for g_test, h_test in [(-2.0, 1.0), (-1.0, 1.0), (-3.0, 2.0)]:
    value, wavevector = softest_mode(g_test, h_test)
    # tolerances: spacing of allowed wavevectors on the ring
    assert abs(wavevector - np.sqrt(-g_test / (2 * h_test))) < 0.04
    assert abs(value + g_test**2 / (4 * h_test)) < 0.012
value, wavevector = softest_mode(1.0, 1.0)
assert wavevector == 0 and abs(value) < 1e-6


# ---------- periodic state with many odd harmonics, reduced units ----------
def modulated_state(tau, harmonics=8):
    """Newton solution: energy, amplitudes, k^2 of the modulated state."""
    n = 2 * np.arange(harmonics) + 1
    phase = 2 * np.pi * np.arange(64) / 64
    cosines = np.cos(np.outer(phase, n))
    c = np.zeros(harmonics)
    c[0] = np.sqrt(4 * (1 - tau) / 3)
    s = 1.0
    for _ in range(60):
        p = cosines @ c
        stiffness = tau - 2 * s * n**2 + s**2 * n**4
        slope = -2.0 * n**2 + 2 * s * n**4
        gradient = np.append(stiffness * c / 2 + cosines.T @ p**3 / 64,
                             np.sum(slope * c**2) / 4)
        hessian = np.zeros((harmonics + 1, harmonics + 1))
        hessian[:-1, :-1] = (np.diag(stiffness / 2)
                             + 3 * cosines.T @ (p[:, None]**2 * cosines) / 64)
        hessian[:-1, -1] = hessian[-1, :-1] = slope * c / 2
        hessian[-1, -1] = np.sum(n**4 * c**2) / 2
        if np.max(np.abs(gradient)) < 1e-12:
            break
        step = np.linalg.solve(hessian, gradient)
        c = c - step[:-1]
        s = s - step[-1]
    assert np.max(np.abs(gradient)) < 1e-9
    assert np.linalg.eigvalsh(hessian)[0] > 0
    energy = np.sum(stiffness * c**2) / 4 + np.mean(p**4) / 4
    return energy, c, s


# threshold laws: energy, amplitude, third harmonic, wavevector shift
depth = 0.05
energy, c, s = modulated_state(1 - depth)
shift_ratio = (1 - s) / (depth**2 / 512)
assert abs(energy / (-depth**2 / 6) - 1) < 0.01
assert abs(c[0]**2 / (4 * depth / 3) - 1) < 0.01
assert abs(c[1] / (-c[0]**3 / (4 * 64)) - 1) < 0.02
assert abs(shift_ratio - 1) < 0.03


# ---------- first-order boundary between modulated and uniform ----------
def energy_gap(tau, harmonics=8):
    return modulated_state(tau, harmonics)[0] + tau**2 / 4


tau_single = -(2 + np.sqrt(6))
crossing = brentq(lambda t: -(1 - t)**2 / 6 + t**2 / 4, -10, -1)
assert abs(crossing - tau_single) < 1e-9
tau_star = brentq(energy_gap, -5.5, tau_single, xtol=1e-11)
tau_star_fewer = brentq(lambda t: energy_gap(t, 6), -5.5, tau_single)
assert abs(tau_star - tau_star_fewer) < 1e-5
assert tau_star < tau_single
energy_star, c_star, s_star = modulated_state(tau_star)


# ---------- real-space relaxation without assumed symmetry ----------
def relax(a, g, h, length, start):
    """Local minimum of the energy density (b = 1) in a periodic box."""
    points = len(start)
    k = 2 * np.pi * np.fft.fftfreq(points, length / points)
    kernel = a + g * k**2 + h * k**4
    smoother = 1 / np.sqrt(1 + k**4)

    def objective(w):
        p = np.fft.ifft(smoother * np.fft.fft(w)).real
        force = np.fft.ifft(kernel * np.fft.fft(p)).real
        total = np.sum(p * force / 2 + p**4 / 4)
        grad = np.fft.ifft(smoother * np.fft.fft(force + p**3)).real
        return total, grad

    result = minimize(objective, start, jac=True, method="L-BFGS-B",
                      options={"maxiter": 500, "ftol": 1e-13, "gtol": 1e-6})
    return result.fun / points


def lowest(a, g, h, lengths, noise_starts=4):
    """Lowest energy density over boxes and starts.

    Starts are pure noise, and noisy waves with every whole number of
    periods in the box (zero included) up to wavevector 1.5.
    """
    grid = 2 * np.pi * np.arange(128) / 128
    found = []
    for length in lengths:
        starts = [3 * rng.standard_normal(128) + 2 * (trial % 2)
                  for trial in range(noise_starts)]
        for periods in range(int(1.5 * length / (2 * np.pi)) + 1):
            # a random phase would only weaken the uniform start
            phase = rng.uniform(0, 2 * np.pi) if periods else 0.0
            starts.append(3 * np.cos(periods * grid + phase)
                          + 0.3 * rng.standard_normal(128))
        found += [relax(a, g, h, length, start) for start in starts]
    return min(found)


# para state is lowest just above threshold, modulated just below it
assert abs(lowest(1.05, -2, 1, [6 * np.pi])) < 1e-7
assert abs(lowest(0.95, -2, 1, [6 * np.pi]) + 0.05**2 / 6) < 1e-5
# modulated state is the lowest found between the two transitions
energy_mid, c_mid, s_mid = modulated_state(-2.0)
period_mid = 2 * np.pi / np.sqrt(s_mid)
found_mid = lowest(-2.0, -2, 1, [3 * period_mid])
assert abs(found_mid - energy_mid) < 1e-5, (found_mid, energy_mid)
tau_above = tau_star + 0.3
found_above = lowest(tau_above, -2, 1, [8.0, 19.3, 37.0])
energy_above = modulated_state(tau_above)[0]
assert found_above > energy_above - 1e-5, (found_above, energy_above)
# uniform state is the lowest found beyond the first-order boundary
tau_below = tau_star - 0.2
found_below = lowest(tau_below, -2, 1, [8.0, 19.3, 37.0])
assert abs(found_below + tau_below**2 / 4) < 1e-5, (found_below, tau_below)
# uniform state is the lowest found for a positive gradient coefficient
assert abs(lowest(-1.0, 2, 1, [8.0, 19.3]) + 0.25) < 1e-5
# the period found by Newton is a minimum with respect to box length
cosine_start = 3 * np.cos(2 * np.pi * np.arange(128) / 128)
box = [relax(-2.0, -2, 1, period_mid * r, cosine_start)
       for r in (0.98, 1.0, 1.02)]
assert box[1] < box[0] and box[1] < box[2]
assert abs(box[1] - energy_mid) < 1e-5


# ---------- local stability of the uniform state, direct averages ----------
def softest_ripple(tau, ripple=1e-3):
    """Smallest energy change when a weak cosine is added to uniform p."""
    phase = 2 * np.pi * np.arange(64) / 64
    p0 = np.sqrt(-tau)
    changes = []
    for k in np.linspace(0.2, 1.8, 161):
        p = p0 + ripple * np.cos(phase)
        dp = -ripple * k * np.sin(phase)
        ddp = -ripple * k**2 * np.cos(phase)
        density = tau * p**2 / 2 + p**4 / 4 - dp**2 + ddp**2 / 2
        changes.append(np.mean(density) + tau**2 / 4)
    return min(changes)


assert softest_ripple(-0.45) < 0 < softest_ripple(-0.55)

# ---------- worked example with round model parameters, SI units ----------
a0, T0, b, h = 1e6, 400.0, 1e9, 1e-29
G, X_L, X = 1e-10, 0.30, 0.50
g = G * (X_L - X)
q0 = np.sqrt(-g / (2 * h))
a_c = g**2 / (4 * h)
P_unit = np.sqrt(a_c / b)
f_unit = a_c**2 / b

print("MODEL PARAMETERS")
print(f"a0 = {a0:.3e} J m/(C^2 K), T0 = {T0:.1f} K")
print(f"b = {b:.3e} J m^5/C^4, h = {h:.3e} J m^5/C^2")
print(f"G = {G:.3e} J m^3/C^2, X_L = {X_L:.2f}, X = {X:.2f}")
print(f"g at X = {g:.3e} J m^3/C^2")
print("INSTABILITY OF THE PARA STATE")
print(f"q0 = {q0:.4e} 1/m")
print(f"period 2 pi/q0 = {2e9 * np.pi / q0:.4f} nm")
print(f"a_c = {a_c:.4e} J m/C^2")
print(f"para-modulated temperature = {T0 + a_c / a0:.3f} K")
print(f"polarization unit sqrt(a_c/b) = {P_unit:.4f} C/m^2")
print(f"energy unit a_c^2/b = {f_unit:.4e} J/m^3")
print("UNIFORM STATE AND FIRST-ORDER BOUNDARY")
print(f"uniform metastable below {T0 - a_c / (2 * a0):.3f} K")
print(f"single-harmonic a/a_c = {tau_single:.5f}")
print(f"single-harmonic temperature = {T0 + tau_single * a_c / a0:.3f} K")
print(f"full-solution tau* = a/a_c = {tau_star:.5f}")
print(f"tau*/4 = a h/g^2 = {tau_star / 4:.5f}")
print(f"full-solution temperature = {T0 + tau_star * a_c / a0:.3f} K")
print(f"q/q0 at this boundary = {np.sqrt(s_star):.5f}")
period_star = 2e9 * np.pi / (q0 * np.sqrt(s_star))
print(f"period at this boundary = {period_star:.4f} nm")
print(f"third/first harmonic there = {c_star[1] / c_star[0]:.5f}")
rms_star = P_unit * np.sqrt(np.sum(c_star**2) / 2)
P_uniform_star = P_unit * np.sqrt(-tau_star)
assert P_uniform_star > 1.02 * rms_star
print(f"rms P, modulated side = {rms_star:.4f} C/m^2")
print(f"P, uniform side = {P_uniform_star:.4f} C/m^2")
print("WAVEVECTOR SHIFT NEAR THRESHOLD")
print(f"(a_c-a)/a_c = {depth:.2f}: computed/predicted = {shift_ratio:.4f}")

print("MODULATED STATE AT SELECTED TEMPERATURES")
for T in (405.0, 380.0):
    tau = a0 * (T - T0) / a_c
    energy, c, s = modulated_state(tau)
    q = q0 * np.sqrt(s)
    # energy and stretch condition from finite differences in SI units
    x = np.arange(4000) * (2 * np.pi / q / 4000)
    dx = x[1] - x[0]
    n = 2 * np.arange(len(c)) + 1
    P = P_unit * np.cos(np.outer(q * x, n)) @ c
    dP = (np.roll(P, -1) - np.roll(P, 1)) / (2 * dx)
    ddP = (np.roll(P, -1) - 2 * P + np.roll(P, 1)) / dx**2
    direct = np.mean(a0 * (T - T0) * P**2 / 2 + b * P**4 / 4
                     + g * dP**2 / 2 + h * ddP**2 / 2)
    assert abs(direct / (energy * f_unit) - 1) < 1e-4
    assert abs(-g * np.mean(dP**2) / (2 * h * np.mean(ddP**2)) - 1) < 1e-4
    assert q < q0
    amplitude = P_unit * np.sqrt(4 * (1 - tau) / 3)
    uniform = 0.0 - min(tau, 0.0)**2 / 4 * f_unit
    print(f"T = {T:.1f} K, a/a_c = {tau:.3f}")
    print(f"  A one harmonic = {amplitude:.5f} C/m^2")
    print(f"  A full solution = {P_unit * c[0]:.5f} C/m^2")
    print(f"  f one harmonic = {-(1 - tau)**2 / 6 * f_unit:.5e} J/m^3")
    print(f"  f full solution = {energy * f_unit:.5e} J/m^3")
    print(f"  f best uniform or para = {uniform:.5e} J/m^3")
    print(f"  q/q0 = {np.sqrt(s):.6f}, period = {2e9 * np.pi / q:.4f} nm")

print("APPROACH TO THE LIFSHITZ POINT (X, q0, T para, T first-order)")
for X_row in (0.20, 0.32, 0.35, 0.40, 0.50):
    g_row = G * (X_L - X_row)
    # brute-force minimum of the mode stiffness, q in 1/nm
    search = minimize_scalar(
        lambda q: (g_row * (q * 1e9)**2 + h * (q * 1e9)**4) / 1e7,
        bounds=(0.0, 1.5), method="bounded", options={"xatol": 1e-9})
    if g_row < 0:
        q_row = np.sqrt(-g_row / (2 * h)) / 1e9
        a_row = g_row**2 / (4 * h)
        assert abs(search.x - q_row) < 1e-5
        assert abs(search.fun * 1e7 / (-a_row) - 1) < 1e-6
        print(f"X = {X_row:.2f}: {q_row:.4f} 1/nm, "
              f"{T0 + a_row / a0:.3f} K, "
              f"{T0 + tau_star * a_row / a0:.3f} K")
    else:
        assert search.x < 1e-4
        print(f"X = {X_row:.2f}: q = 0, para-uniform at {T0:.3f} K")

print("every check passed")
```

Output:

```
MODEL PARAMETERS
a0 = 1.000e+06 J m/(C^2 K), T0 = 400.0 K
b = 1.000e+09 J m^5/C^4, h = 1.000e-29 J m^5/C^2
G = 1.000e-10 J m^3/C^2, X_L = 0.30, X = 0.50
g at X = -2.000e-11 J m^3/C^2
INSTABILITY OF THE PARA STATE
q0 = 1.0000e+09 1/m
period 2 pi/q0 = 6.2832 nm
a_c = 1.0000e+07 J m/C^2
para-modulated temperature = 410.000 K
polarization unit sqrt(a_c/b) = 0.1000 C/m^2
energy unit a_c^2/b = 1.0000e+05 J/m^3
UNIFORM STATE AND FIRST-ORDER BOUNDARY
uniform metastable below 395.000 K
single-harmonic a/a_c = -4.44949
single-harmonic temperature = 355.505 K
full-solution tau* = a/a_c = -4.70599
tau*/4 = a h/g^2 = -1.17650
full-solution temperature = 352.940 K
q/q0 at this boundary = 0.96429
period at this boundary = 6.5159 nm
third/first harmonic there = -0.03251
rms P, modulated side = 0.1981 C/m^2
P, uniform side = 0.2169 C/m^2
WAVEVECTOR SHIFT NEAR THRESHOLD
(a_c-a)/a_c = 0.05: computed/predicted = 0.9990
MODULATED STATE AT SELECTED TEMPERATURES
T = 405.0 K, a/a_c = 0.500
  A one harmonic = 0.08165 C/m^2
  A full solution = 0.08176 C/m^2
  f one harmonic = -4.16667e+03 J/m^3
  f full solution = -4.17388e+03 J/m^3
  f best uniform or para = 0.00000e+00 J/m^3
  q/q0 = 0.999758, period = 6.2847 nm
T = 380.0 K, a/a_c = -2.000
  A one harmonic = 0.20000 C/m^2
  A full solution = 0.20153 C/m^2
  f one harmonic = -1.50000e+05 J/m^3
  f full solution = -1.51554e+05 J/m^3
  f best uniform or para = -1.00000e+05 J/m^3
  q/q0 = 0.991238, period = 6.3387 nm
APPROACH TO THE LIFSHITZ POINT (X, q0, T para, T first-order)
X = 0.20: q = 0, para-uniform at 400.000 K
X = 0.32: 0.3162 1/nm, 400.100 K, 399.529 K
X = 0.35: 0.5000 1/nm, 400.625 K, 397.059 K
X = 0.40: 0.7071 1/nm, 402.500 K, 388.235 K
X = 0.50: 1.0000 1/nm, 410.000 K, 352.940 K
every check passed
```
